# The double group of Td and the splitting of Γ15 by spin

## Definitions and conventions

Atomic units are used in the algebra, eV and angstrom for numbers. The group $T_d$ is the set of 24 matrices $R$ that permute the axes $x,y,z$ and attach signs whose product is $+1$, so that $xyz$ is invariant. Each is written $R=d_R P$, with $d_R=\det R=\pm1$ and $P$ a proper rotation. Inversion is taken to act as 1 on spin, so spin feels $P$ alone.

The double group consists of the pairs $(R,u)$, where $u$ is an SU(2) matrix with
$$u\,\sigma_j\,u^\dagger=\sum_i P_{ij}\sigma_i ,\tag{1}$$
and $(R,u)(R',u')=(RR',uu')$. The identity is $E=(1,1)$, and $\bar E=(1,-1)$.

$\Gamma_1$ is the invariant representation and $\Gamma_{15}$ the polar vector $(x,y,z)$, which is $\Gamma_5$ in the single numbering used below. $\Gamma_{25}$ is the axial vector, or $\Gamma_4$. $\Gamma_6$ denotes the representation by the matrices $u$ themselves. The claims are
$$\Gamma_1\otimes\text{spin}=\Gamma_6,\qquad \Gamma_{15}\otimes\text{spin}=\Gamma_7\oplus\Gamma_8 .$$

## Simple case: one rotation

For a rotation by $\theta$ about $z$ take $u=\mathrm{diag}(e^{-i\theta/2},e^{i\theta/2})$. The upper right element of $u\sigma_xu^\dagger$ is $e^{-i\theta}=\cos\theta-i\sin\theta$, hence
$$u\sigma_xu^\dagger=\cos\theta\,\sigma_x+\sin\theta\,\sigma_y .$$
Likewise $u\sigma_yu^\dagger=-\sin\theta\,\sigma_x+\cos\theta\,\sigma_y$, and $\sigma_z$ is unchanged. This is (1). Any other axis $\mathbf n$ is reached by rotating the coordinates, which gives
$$u(\mathbf n,\theta)=\cos\tfrac\theta2-i\sin\tfrac\theta2\;\mathbf n\cdot\boldsymbol\sigma,\qquad \mathrm{tr}\,u=2\cos\tfrac\theta2 .\tag{2}$$

If $u$ and $u'$ belong to the same $P$, then $u^\dagger u'$ commutes with every $\sigma_j$. It is a multiple of the unit matrix with determinant 1, so $u'=\pm u$. Each $R$ therefore has two lifts, and the group has 48 elements.

**Limit of a full turn.** At $\theta=2\pi$, $P=1$ but $u=-1$. The same sign appears inside $T_d$. Let $S_4$ be inversion times a quarter turn about $z$, with $u=u(\hat z,\pi/2)$. Its fourth power has $R^4=1$ and $u^4=u(\hat z,2\pi)=-1$, which is $\bar E$. One cannot keep this $u$ and leave $\bar E$ out.

## All 48 elements: the classes

Conjugating $(R,u)$ by $(R_h,v)$ turns its axis. By (1), $v(\mathbf n\cdot\boldsymbol\sigma)v^\dagger=(P_h\mathbf n)\cdot\boldsymbol\sigma$, so
$$v\,u(\mathbf n,\theta)\,v^\dagger=u(P_h\mathbf n,\theta).\tag{3}$$

The proper parts $P_h$ are the 24 rotations of a cube. Indeed $R$ and $-R$ never both lie in $T_d$, because their sign products are opposite, so the 24 matrices $R$ give 24 different signed permutations of determinant 1, and there are no more than 24 of these. They carry any cube axis direction to any other, and any $\langle110\rangle$ direction to any other, because the sign on a remaining axis can be chosen to make the determinant 1. They also carry $[111]$ to any body diagonal $(s_1,s_2,s_3)$ with $s_i=\pm1$: if the product of signs is $+1$ use $\mathrm{diag}(s_1,s_2,s_3)$, and if it is $-1$ first exchange two axes.

The 24 matrices $R$ are now sorted by their permutation.

- No axes exchanged: the identity and three half turns about cube axes.
- Cyclic permutations: eight proper matrices of trace 0, hence third turns about body diagonals.
- Two axes exchanged: twelve matrices with $d_R=-1$. Six have trace $-1$, so $P$ has trace $1$ and is a quarter turn; these are the $S_4$ type. Six have trace $+1$, so $P$ has trace $-1$ and is a half turn about a $\langle110\rangle$ direction; these are the mirrors $\sigma_d$.

By (3) each class is the set of all equivalent directions $\mathbf n$ at fixed $\theta$:

- $u=1$ and $u=-1$ give $E$ and $\bar E$, one element each.
- $u(\mathbf n,2\pi/3)$ with eight body diagonals gives $8C_3$, $\mathrm{tr}\,u=1$. The negatives give $8\bar C_3$, $\mathrm{tr}\,u=-1$.
- $u(\mathbf n,\pi/2)$ with six signed cube axes gives $6S_4$, $\mathrm{tr}\,u=\sqrt2$. The negatives give $6\bar S_4$.
- $u(\mathbf n,\pi)=-i\,\mathbf n\cdot\boldsymbol\sigma$ with six signed cube axes gives one class $6C_2$. Reversing $\mathbf n$ reverses $u$, so both lifts are already in it.
- The same happens for the twelve $\langle110\rangle$ directions, giving $12\sigma_d$.

For the half turn about $z$ the merging reads $\sigma_x\sigma_z\sigma_x=-\sigma_z$: a perpendicular half turn reverses the axis. For the other elements $\mathrm{tr}\,u\neq0$, and conjugation preserves the trace, so $u$ and $-u$ stay apart. The sizes are $1+1+8+8+6+6+6+12=48$, in eight classes.

**Limit without spin.** If $(R,u)$ and $(R,-u)$ are identified, the barred classes coincide with their partners and the merged ones halve. What remains is $1+8+3+6+6=24$, the five classes of $T_d$.

## Irreducible representations

Eight classes mean eight irreducible representations. $\bar E$ commutes with everything and squares to $E$, so by Schur's lemma it is $+1$ or $-1$ in each. Those with $+1$ are the five representations of $T_d$:

- $\Gamma_1$ is 1 and $\Gamma_2$ is $d_R$.
- $\Gamma_3$ acts on $2z^2-x^2-y^2$ and $\sqrt3(x^2-y^2)$. Since $R$ permutes $x^2,y^2,z^2$ and their sum is invariant, its character is the number of unmoved axes minus one.
- $\Gamma_4$ is $d_RR$ and $\Gamma_5$ is $R$.

Their squared dimensions sum to $1+1+4+9+9=24$, leaving 24 for three representations with $\bar E=-1$. For these take
$$\Gamma_6:\ u,\qquad \Gamma_7:\ d_R\,u,\qquad \Gamma_8=\Gamma_3\otimes\Gamma_6 .$$

In the table, characters on barred classes follow by multiplying with $+1$ for $\Gamma_1$ to $\Gamma_5$ and $-1$ for $\Gamma_6$ to $\Gamma_8$.

| | $E$ | $C_3$ | $C_2$ | $S_4$ | $\sigma_d$ |
|---|---|---|---|---|---|
| $\Gamma_1$ | 1 | 1 | 1 | 1 | 1 |
| $\Gamma_2$ | 1 | 1 | 1 | −1 | −1 |
| $\Gamma_3$ | 2 | −1 | 2 | 0 | 0 |
| $\Gamma_4$ | 3 | 0 | −1 | 1 | −1 |
| $\Gamma_5$ | 3 | 0 | −1 | −1 | 1 |
| $\Gamma_6$ | 2 | 1 | 0 | $\sqrt2$ | 0 |
| $\Gamma_7$ | 2 | 1 | 0 | $-\sqrt2$ | 0 |
| $\Gamma_8$ | 4 | −1 | 0 | 0 | 0 |

A representation is irreducible when $\sum_g|\chi(g)|^2=48$. For $\Gamma_6$ and $\Gamma_7$ the sum is $4+4+8+8+6\cdot2+6\cdot2=48$; for $\Gamma_8$ it is $16+16+8+8=48$. The same test confirms the earlier ones: $\Gamma_3$ gives $4+4+8+8+24=48$, and $\Gamma_4$ and $\Gamma_5$ each give $9+9+6+6+6+12=48$. $\Gamma_6$ and $\Gamma_7$ differ on $S_4$, so they are inequivalent. Since $4+4+16=24$, the list is complete.

**Limit of proper operations.** If a perturbation removes the improper elements, $d_R=1$ throughout and the matrices of $\Gamma_6$ and $\Gamma_7$ become identical. The characters of the two doublets differ only on $S_4$ and $\bar S_4$, so mirrors alone do not tell them apart: in a subgroup that keeps some $\sigma_d$ but has no $S_4$, $\Gamma_6$ and $\Gamma_7$ are also equivalent. The proper operations alone form a double group of 24 elements. In it $\Gamma_8$ has $\sum|\chi|^2=48=2\cdot24$, so it falls into two inequivalent parts. These are complex conjugates of each other. Without a magnetic field or magnetic order, time reversal exchanges them and the level stays fourfold.

## Adding spin to the bands

For $\Gamma_1$ the orbital factor is 1, the product matrices are $u$, and the result is $\Gamma_6$.

For $\Gamma_{15}$ the matrices are $R\otimes u$, with character $\mathrm{tr}R\,\mathrm{tr}u$. In the order $E,\bar E,C_3,\bar C_3,C_2,S_4,\bar S_4,\sigma_d$ this is
$$(6,-6,0,0,0,-\sqrt2,\sqrt2,0).$$
$\bar E$ is $-1$, so $\Gamma_1$ to $\Gamma_5$ cannot occur. Orthogonality of characters gives the other multiplicities:
$$n_6=\tfrac1{48}(12+12-12-12)=0,$$
$$n_7=\tfrac1{48}(12+12+12+12)=1,\qquad n_8=\tfrac1{48}(24+24)=1 .$$
In $n_6$ and $n_7$ the last two terms come from six elements each of $S_4$ and $\bar S_4$.

**Second case, the axial triplet.** For $\Gamma_{25}$ the orbital character on $S_4$ is $+1$, which reverses the last two terms. Then $n_6=1$, $n_7=0$, $n_8=1$, so $\Gamma_{25}\otimes\text{spin}=\Gamma_6\oplus\Gamma_8$. The polar nature of $(x,y,z)$ decides which doublet appears.

## The same result with explicit SU(2) matrices

Let $|s\rangle$ be spin up or down and define two states
$$|s'\rangle=\frac1{\sqrt3}\sum_i e_i\otimes\sigma_i|s\rangle .\tag{4}$$
They are orthonormal because $\sum_i\sigma_i^2=3$. Use $Re_i=\sum_jR_{ji}e_j$ and, from (1), $u\sigma_i=\sum_kP_{ki}\sigma_ku$:
$$(R\otimes u)|s'\rangle=\frac1{\sqrt3}\sum_{jk}\Big(\sum_iR_{ji}P_{ki}\Big)e_j\otimes\sigma_ku|s\rangle .$$
Since $R=d_RP$ and $P$ is orthogonal, the bracket is $d_R\delta_{jk}$. With $u|s\rangle=\sum_tu_{ts}|t\rangle$,
$$(R\otimes u)|s'\rangle=d_R\sum_tu_{ts}|t'\rangle .\tag{5}$$
These are the matrices of $\Gamma_7$. The four states orthogonal to them have the product character minus that of $\Gamma_7$, which is $4$ on $E$, $0-1=-1$ on $C_3$ and $-\sqrt2+\sqrt2=0$ on $S_4$: $\Gamma_8$.

**One element by hand.** For the $S_4$ above, $e_x\to-e_y$, $e_y\to e_x$, $e_z\to-e_z$, and with $\omega=e^{i\pi/4}$ spin up gets $\omega^*$ and spin down $\omega$. From (4),
$$|{\uparrow}'\rangle=\tfrac1{\sqrt3}\big[(e_x+ie_y)\otimes{\downarrow}+e_z\otimes{\uparrow}\big].$$
The orbital part $e_x+ie_y$ goes to $-e_y+ie_x=i(e_x+ie_y)$, so the first term acquires $i\omega=-\omega^*$. The second acquires $-\omega^*$ as well. The state is multiplied by $-\omega^*$, its partner by $-\omega$, and the trace is $-\sqrt2$. Spin alone has $\omega^*+\omega=+\sqrt2$. The numerical output gives a largest deviation from (5), over all 48 elements, of $10^{-15}$ in matrix elements of order one.

## Spin-orbit coupling

In the basis $(x,y,z)$, $(L_k)_{ij}=-i\epsilon_{kij}$, and $\mathbf S=\boldsymbol\sigma/2$. Acting on (4), the factor multiplying $e_j$ is
$$\frac1{\sqrt3}\,\frac12\sum_{ki}(-i\epsilon_{kji})\sigma_k\sigma_i|s\rangle .$$
Here $\epsilon_{kji}=-\epsilon_{jki}$ and $\sum_{ki}\epsilon_{jki}\sigma_k\sigma_i=2i\sigma_j$, so the sum with its factor $\frac12$ is $\frac12(i)(2i)\sigma_j=-\sigma_j$. Thus $\mathbf L\cdot\mathbf S=-1$ on $\Gamma_7$.

Both $\mathbf L$ and $\mathbf S$ transform with $P$, so $\mathbf L\cdot\mathbf S$ is invariant and by Schur's lemma constant on $\Gamma_8$. Its trace vanishes because $\mathrm{tr}\,\mathbf S=0$. From $4\lambda-2=0$ the constant is $\lambda=\frac12$. The projectors are
$$P_8=\tfrac23(\mathbf L\cdot\mathbf S+1),\qquad P_7=\tfrac13(1-2\mathbf L\cdot\mathbf S).$$

Because $\Gamma_7$ and $\Gamma_8$ occur once each, any invariant Hermitian operator on these six states is $aP_8+bP_7$. Symmetry fixes the degeneracies, not the sign of $a-b$. With
$$H=\tfrac{2\Delta}3\,\mathbf L\cdot\mathbf S\tag{6}$$
$\Gamma_8$ lies at $\Delta/3$ and $\Gamma_7$ at $-2\Delta/3$. The mean $4(\Delta/3)-2(2\Delta/3)=0$ is unshifted, and $\Delta\to0$ restores the sixfold level.

Time reversal changes the sign of both $\mathbf L$ and $\mathbf S$, so it commutes with $P_7$ and $P_8$ and maps each multiplet into itself. It also maps the spin pair of an $s$ level into itself. It therefore forces no further degeneracy here. The Frobenius–Schur sums $\frac1{48}\sum_g\chi(g^2)=-1$ in the output express the same property.

## Worked example at a model zone centre

Take an unsplit $p$ level at zero, $\Delta=0.30$ eV, and an $s$ level at 1.50 eV. Then
$$E(\Gamma_8)=0.30/3=0.10\ \text{eV},\qquad E(\Gamma_7)=-0.20\ \text{eV},\qquad E(\Gamma_6)=1.50\ \text{eV}.$$
The gap is $1.50-0.10=1.40$ eV; spin-orbit coupling has narrowed it by $\Delta/3$.

The state $e_z\otimes{\uparrow}$ overlaps with $|{\uparrow}'\rangle$ by $1/\sqrt3$ and with $|{\downarrow}'\rangle$ not at all. Its weight is $1/3$ in $\Gamma_7$ and $2/3$ in $\Gamma_8$. An operator that takes $s$ to $p_z$ without touching spin thus reaches both levels, with strengths in the ratio 2 to 1.

**Leaving the zone centre.** For $\mathbf k$ along $z$, let $s$ and $p_z$ be coupled by $iPk$ ($P$ is now the momentum matrix element), with Kane energy $E_P=2P^2=25$ eV. The term $k^2/2$ common to all bands cancels in differences, and remote bands are left out. Measuring $E$ from $\Gamma_8$ and using the weights just found,
$$E-E_g=(Pk)^2\Big[\frac{2/3}{E}+\frac{1/3}{E+\Delta}\Big],$$
$$E(E-E_g)(E+\Delta)=(Pk)^2\big(E+\tfrac23\Delta\big).\tag{7}$$
Two $\Gamma_8$ states have no $p_z$ part and stay at $E=0$: the heavy holes. The other two, the light holes, move down. At 300 K, $k_BT=0.0259$ eV. Putting $E=-k_BT$ in (7),
$$(Pk)^2=\frac{0.0259\times1.426\times0.274}{0.174}=0.058\ \text{eV}^2 .$$
Dividing by $E_P$ gives $k^2/2=0.0023$ eV, or $k=0.0247$ Å⁻¹. At this $k$ the model splits $\Gamma_8$ by $k_BT$.

A heavy hole of mass 0.5 with kinetic energy $\frac32k_BT$ has $k=0.0713$ Å⁻¹, and there (7) gives a splitting of 0.130 eV, five times $k_BT$. This is a rough figure. In the model the heavy band has only the common term $+k^2/2$; its mass of 0.5 comes from the remote bands left out. At this $k$ they lower the heavy band by $k^2/2+\frac32k_BT=0.019+0.039=0.058$ eV relative to the model, and they shift the light band too. For small $k$, (7) reduces to $E\approx-\frac23(Pk)^2/E_g$. Extended to this $k$ it would give 0.23 eV, so the light-hole band of the model is far from parabolic.

The mass 0.5 is a round value used for all directions, whereas the real heavy band is anisotropic. Along a cube axis the heavy mass is $1/(\gamma_1-2\gamma_2)$, which is 0.35 for the Luttinger parameters $\gamma_1=6.98$ and $\gamma_2=2.06$ of gallium arsenide. The same thermal energy then gives $k=0.060$ Å⁻¹, where the purely parabolic splitting $4\gamma_2\,k^2/2$ would be 0.11 eV. Keeping the split-off and conduction bands of the model explicitly, with remote-band terms chosen so that the small-$k$ masses are those given by $\gamma_1$ and $\gamma_2$, lowers the splitting to about 0.08 eV. That is still three times $k_BT$. The fourfold degeneracy belongs to $k=0$, not to the typical thermal hole.

**Strain.** A tetragonal strain difference $\varepsilon=0.001$ with deformation potential $|b|=2.0$ eV adds $3|b|\varepsilon(L_z^2-\frac23)$, with the sign chosen positive. The heavy states have $L_z^2=1$ and shift by $+|b|\varepsilon$. The light states are $2/3$ $p_z$, so $\langle L_z^2\rangle=\frac13$ and they shift by $-|b|\varepsilon$. The splitting is $2|b|\varepsilon=0.0040$ eV to first order; diagonalization gives 0.00397 eV. The difference comes from the strain coupling $\sqrt2|b|\varepsilon$ of the light states to $\Gamma_7$, which raises them by $2(b\varepsilon)^2/\Delta\approx0.00003$ eV.

**A higher $\Gamma_{15}$ level.** Let it lie 4.5 eV above, with its own splitting 0.20 eV, and let the spin-orbit operator between the two levels be (6) with 0.10 eV in place of $\Delta$. Like couples to like: $\Gamma_8$ by 0.033 eV and $\Gamma_7$ by 0.067 eV. The second-order shifts are about $-0.00025$ and $-0.00097$ eV, so $\Delta$ grows by 0.00072 eV. The degeneracies survive.

**Temperature.** At $k=0$ the ratio of holes in $\Gamma_7$ to those in $\Gamma_8$ is $\frac24e^{-\Delta/k_BT}\approx5\times10^{-6}$ in Boltzmann statistics. With a gap slope of 0.0004 eV/K, heating by 100 K lowers the gap by 0.04 eV. If the crystal is free to expand and has no structural transition in this range, uniform heating keeps the average lattice tetrahedral, so the labels stay while the numbers move. A layer held on a substrate that expands differently is strained by the heating, and its $\Gamma_8$ level can split as in the strain example.

## Beside a real semiconductor

The gap, $\Delta$, Kane energy, hole mass and $|b|$ are round values in the rough range of gallium arsenide, whose gap is near 1.4 eV and spin-orbit splitting near 0.3 eV. The 0.10 eV mixing parameter was chosen to show a scale and is not a value for that material. Mismatch strain in a layered device can break the assumption of cubic symmetry. In the linear estimate above, a strain difference of 0.01 would split $\Gamma_8$ by about 0.04 eV, more than $k_BT$ at room temperature. Two doublets are then the better starting point than one quartet. Confinement in a thin layer also lowers the symmetry, and its size has to be computed for the layer in question.

## Computed values

```
elements of the double group: 48  classes: 8
class: size, trace of R, trace of u
  E         1   3.0   2.0000
  Ebar      1   3.0  -2.0000
  C3        8  -0.0   1.0000
  C3bar     8   0.0  -1.0000
  C2        6  -1.0   0.0000
  S4        6  -1.0   1.4142
  S4bar     6  -1.0  -1.4142
  sigma_d  12   1.0   0.0000
characters, columns: E Ebar C3 C3bar C2 S4 S4bar sigma_d
  Gamma1  1.0000  1.0000  1.0000  1.0000  1.0000  1.0000  1.0000  1.0000
  Gamma2  1.0000  1.0000  1.0000  1.0000  1.0000 -1.0000 -1.0000 -1.0000
  Gamma3  2.0000  2.0000 -1.0000 -1.0000  2.0000  0.0000  0.0000  0.0000
  Gamma4  3.0000  3.0000  0.0000  0.0000 -1.0000  1.0000  1.0000 -1.0000
  Gamma5  3.0000  3.0000  0.0000  0.0000 -1.0000 -1.0000 -1.0000  1.0000
  Gamma6  2.0000 -2.0000  1.0000 -1.0000  0.0000  1.4142 -1.4142  0.0000
  Gamma7  2.0000 -2.0000  1.0000 -1.0000  0.0000 -1.4142  1.4142  0.0000
  Gamma8  4.0000 -4.0000 -1.0000  1.0000  0.0000  0.0000  0.0000  0.0000
characters of Gamma15 x spin: 6.0000 -6.0000 0.0000 0.0000 0.0000 -1.4142 1.4142 0.0000
Gamma1 x spin = Gamma6
Gamma15 x spin = Gamma7 + Gamma8
Gamma25 (axial) x spin = Gamma6 + Gamma8
Gamma3 x spin = Gamma8
largest error of explicit Gamma7 basis: 1e-15
Frobenius-Schur sums, Gamma6,7,8: -1.0 -1.0 -1.0
input: Delta = 0.30 eV, s level above p = 1.50 eV
Gamma7 (2 states): -0.200 eV from unsplit p
Gamma8 (4 states): 0.100 eV from unsplit p
Gamma6 (2 states): 1.500 eV from unsplit p
gap Gamma8 to Gamma6: 1.400 eV
weights of p_z spin-up in Gamma8, Gamma7: 0.6667 0.3333
input: T = 300 K, Kane energy = 25 eV
input: heavy-hole mass = 0.5 electron masses
k_B T: 0.0259 eV
k where Gamma8 splits by k_B T: 0.0247 1/angstrom
thermal heavy-hole k: 0.0713 1/angstrom
Gamma8 splitting at thermal k: 0.130 eV
input: |b| = 2.0 eV, strain difference = 0.0010
Gamma8 splitting by strain: 0.00397 eV
input: upper p level = 4.5 eV, its splitting = 0.20 eV
input: interband spin-orbit parameter = 0.10 eV
change of Gamma8-Gamma7 splitting by mixing: 0.00072 eV
hole occupation ratio Gamma7/Gamma8 at k=0: 4.6e-06
input: gap slope = 0.0004 eV/K, heating = 100 K
gap decrease on heating: 0.040 eV
```
